# What a Pair-Distance Histogram Cannot Distinguish: Six Points on a Line: verification in Python

```python
"""Result under test: A={0,1,4,10,12,17} and B={0,1,8,11,13,17} have the same
multiset of pair distances but are not congruent. Hence every sum of a pair
function over all pairs agrees, while site-resolved or triple data differ.
Example: the points are sites (spacing a) of doubly charged oxygen vacancies
in a column normal to the electrodes of a hafnia film of thickness L.
K = q^2/(4 pi eps0 eps_r) is the Coulomb prefactor in eV nm.
"""
from collections import Counter
from itertools import combinations, permutations
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import digamma

A = (0, 1, 4, 10, 12, 17)
B = (0, 1, 8, 11, 13, 17)
sets = {"A": A, "B": B}


def distances(points):
    return sorted(abs(p - r) for p, r in combinations(points, 2))


def matrix(points):
    x = np.array(points)
    return np.abs(x[:, None] - x[None, :])


def congruent(first, second):
    """Search every relabelling for equal distance matrices."""
    m1, m2 = matrix(first), matrix(second)
    return any(np.array_equal(m1[np.ix_(p, p)], m2)
               for p in permutations(range(len(first))))


def triangles(points):
    return Counter(tuple(distances(t)) for t in combinations(points, 3))


# Equal histograms, with a control set that must fail
assert Counter(distances(A)) == Counter(distances(B))
assert distances(A) != distances((0, 1, 4, 10, 11, 17))

# Non-congruence, with a reflected and shifted copy as positive control
mirror_A = tuple(sorted(17 - p for p in A))
assert congruent(A, tuple(p + 3 for p in mirror_A))
assert not congruent(A, B)
assert B != A and B != mirror_A

# Polynomial origin: common factor found by the Euclidean algorithm
x = sp.symbols("x")
poly_A = sp.Poly(sum(x**p for p in A), x)
poly_B = sp.Poly(sum(x**p for p in B), x)
common = sp.gcd(poly_A, poly_B)
quot_A, rem_A = sp.div(poly_A, common)
quot_B, rem_B = sp.div(poly_B, common)
assert rem_A.is_zero and rem_B.is_zero
assert common == sp.Poly(x**6 + x + 1, x)
assert quot_A == sp.Poly(x**11 - x**5 + x**4 + 1, x)
assert quot_B.all_coeffs() == quot_A.all_coeffs()[::-1]

# Scattering intensity of A from amplitudes, of B from its distances
q_grid = np.linspace(0.05, 6.2, 200)
amp_A = np.exp(1j * np.outer(q_grid, A)).sum(axis=1)
intensity_B = 6 + 2 * np.cos(np.outer(q_grid, distances(B))).sum(axis=1)
assert np.allclose(np.abs(amp_A)**2, intensity_B, atol=1e-10)

# Data that do distinguish the sets
assert triangles(A) != triangles(B)
site_lists = {n: [sorted(int(d) for d in row if d > 0)
                  for row in matrix(s)] for n, s in sets.items()}
assert sorted(site_lists["A"]) != sorted(site_lists["B"])
density = {n: np.exp(-matrix(s)).sum(axis=1) - 1 for n, s in sets.items()}
assert np.isclose(density["A"].sum(), density["B"].sum(), atol=1e-12)
embedding = {n: np.sqrt(r).sum() for n, r in density.items()}
assert abs(embedding["A"] - embedding["B"]) > 1e-3

# Hafnia column: rough typical inputs
a_nm, L_nm, eps_r, charge = 0.5, 10.0, 30.0, 2
field_MV_cm, T_K, u_rms = 1.0, 358.0, 0.01
field_V_nm = field_MV_cm * 0.1
K = charge**2 * const.e / (4*np.pi*const.epsilon_0*eps_r) * 1e9
kT = const.k * T_K / const.e
z = {n: L_nm/2 + a_nm*(np.array(s) - 8.5) for n, s in sets.items()}


def pair_energy(pos):
    i, j = np.triu_indices(6, 1)
    return K * (1 / np.abs(pos[..., i] - pos[..., j])).sum(axis=-1)


def image_closed(z1, z2):
    u, v = abs(z1 - z2)/(2*L_nm), (z1 + z2)/(2*L_nm)
    return (digamma(v) + digamma(1-v)
            - digamma(1+u) - digamma(1-u)) / (2*L_nm)


def image_integral(z1, z2):
    """Plate Green function minus free one, as a wave-number integral."""
    s, t = abs(z1 - z2), z1 + z2

    def integrand(k):
        top = (np.exp(-k*(2*L_nm-s)) + np.exp(-k*(2*L_nm+s))
               - np.exp(-k*t) - np.exp(-k*(2*L_nm-t)))
        return top / -np.expm1(-2*k*L_nm)
    return quad(integrand, 0, np.inf, epsabs=1e-10, limit=200)[0]


def image_energy(pos, kernel):
    return 0.5 * K * sum(kernel(p, r) for p in pos for r in pos)


E_pair = {n: pair_energy(p) for n, p in z.items()}
assert np.isclose(E_pair["A"], E_pair["B"], rtol=1e-12)
E_image = {n: image_energy(p, image_closed) for n, p in z.items()}
for n, p in z.items():
    assert abs(E_image[n] - image_energy(p, image_integral)) < 1e-6
assert abs(E_image["A"] - E_image["B"]) > 1e-6
E_field = {n: -charge*field_V_nm*(p - L_nm/2).sum() for n, p in z.items()}

# Energy spread from independent axial displacements
rng = np.random.default_rng(7)
spread, sampled, peak_field = {}, {}, {}
for n, p in z.items():
    diff = p[:, None] - p[None, :]
    np.fill_diagonal(diff, np.inf)
    force = K * (np.sign(diff) / diff**2).sum(axis=1)
    spread[n] = u_rms * np.sqrt((force**2).sum())
    moved = p + u_rms * rng.standard_normal((40000, 6))
    sampled[n] = pair_energy(moved).std()
    # 4 percent covers sampling noise and second-order terms in u/a
    assert abs(sampled[n] / spread[n] - 1) < 0.04
    peak_field[n] = np.abs(force).max() / charge * 10

print("Distances A:", *distances(A))
print("Distances B:", *distances(B))
print("Mirror image of A:", *mirror_A)
print("Gaps A:", *np.diff(A), "| gaps B:", *np.diff(B))
print("Relabellings searched:", len(list(permutations(range(6)))))
print("Common factor P:", common.as_expr())
print("A/P:", quot_A.as_expr())
print("B/P:", quot_B.as_expr())
for n, s in sets.items():
    for point, row in zip(s, site_lists[n]):
        print(f"Distances from point {point} of {n}:", *row)
for n, s in sets.items():
    long_ones = sorted(t for t in triangles(s) if t[-1] == 17)
    print(f"Triangles with side 17 in {n}:", *long_ones)
print(f"Sum of rho, A and B: {density['A'].sum():.6f}, "
      f"{density['B'].sum():.6f} (dimensionless)")
print(f"Sum of sqrt(rho), A and B: {embedding['A']:.6f}, "
      f"{embedding['B']:.6f} (dimensionless)")
print(f"Spacing {a_nm} nm, film {L_nm} nm, permittivity {eps_r}")
print(f"Vacancy charge {charge} e, field {field_MV_cm} MV/cm")
print(f"Temperature {T_K} K, thermal energy {kT:.4f} eV")
print(f"Displacement rms {u_rms} nm")
print(f"Coulomb prefactor K: {K:.5f} eV nm")
print(f"Sum of 1/d: {sum(1/d for d in distances(A)):.5f} (dimensionless)")
for n, s in sets.items():
    print(f"{n}: sum of positions {sum(s)} (units of a)")
    print(f"{n}: pair energy {E_pair[n]:.5f} eV")
    print(f"{n}: field energy from mid-film {E_field[n]:.4f} eV")
    print(f"{n}: electrode image energy {E_image[n]:.5f} eV")
    print(f"{n}: displacement spread, linear {spread[n]:.5f} eV, "
          f"sampled {sampled[n]:.5f} eV")
    print(f"{n}: largest mutual field {peak_field[n]:.2f} MV/cm")
print(f"Field energy, B minus A: {E_field['B']-E_field['A']:.4f} eV")
print(f"Image energy, B minus A: {E_image['B']-E_image['A']:.5f} eV")
print("done: every assertion held")
```

It prints:

```
Distances A: 1 2 3 4 5 6 7 8 9 10 11 12 13 16 17
Distances B: 1 2 3 4 5 6 7 8 9 10 11 12 13 16 17
Mirror image of A: 0 5 7 13 16 17
Gaps A: 1 3 6 2 5 | gaps B: 1 7 3 2 4
Relabellings searched: 720
Common factor P: x**6 + x + 1
A/P: x**11 - x**5 + x**4 + 1
B/P: x**11 + x**7 - x**6 + 1
Distances from point 0 of A: 1 4 10 12 17
Distances from point 1 of A: 1 3 9 11 16
Distances from point 4 of A: 3 4 6 8 13
Distances from point 10 of A: 2 6 7 9 10
Distances from point 12 of A: 2 5 8 11 12
Distances from point 17 of A: 5 7 13 16 17
Distances from point 0 of B: 1 8 11 13 17
Distances from point 1 of B: 1 7 10 12 16
Distances from point 8 of B: 3 5 7 8 9
Distances from point 11 of B: 2 3 6 10 11
Distances from point 13 of B: 2 4 5 12 13
Distances from point 17 of B: 4 6 9 16 17
Triangles with side 17 in A: (1, 16, 17) (4, 13, 17) (5, 12, 17) (7, 10, 17)
Triangles with side 17 in B: (1, 16, 17) (4, 13, 17) (6, 11, 17) (8, 9, 17)
Sum of rho, A and B: 1.163951, 1.163951 (dimensionless)
Sum of sqrt(rho), A and B: 2.371738, 2.433090 (dimensionless)
Spacing 0.5 nm, film 10.0 nm, permittivity 30.0
Vacancy charge 2 e, field 1.0 MV/cm
Temperature 358.0 K, thermal energy 0.0309 eV
Displacement rms 0.01 nm
Coulomb prefactor K: 0.19200 eV nm
Sum of 1/d: 3.30146 (dimensionless)
A: sum of positions 44 (units of a)
A: pair energy 1.26773 eV
A: field energy from mid-film 0.7000 eV
A: electrode image energy -0.76841 eV
A: displacement spread, linear 0.01099 eV, sampled 0.01101 eV
A: largest mutual field 4.16 MV/cm
B: sum of positions 50 (units of a)
B: pair energy 1.26773 eV
B: field energy from mid-film 0.1000 eV
B: electrode image energy -0.74888 eV
B: displacement spread, linear 0.01112 eV, sampled 0.01117 eV
B: largest mutual field 3.97 MV/cm
Field energy, B minus A: -0.6000 eV
Image energy, B minus A: 0.01953 eV
done: every assertion held
```
